**Top subband shift of a four-layer film with a weakened central bond**

The program examines $E_{\rm top}=u/2+\sqrt{t^2+u^2/4}$, where $t$ is the outer interlayer hopping, $u$ is the central one, and energy is measured from the isolated-layer valence edge. It asserts that this formula agrees with numerical diagonalization for several pairs of hoppings, and that the top two levels differ by $u$. A finite film with anisotropic in-plane hopping is diagonalized to test that the subbands are rigidly shifted copies of the single-layer band. Further assertions cover the bond energies, the slope and upward curvature of the edge, and the smaller fall when an outer bond is weakened instead. For $t=0.30$ eV, the output shows the shift falling from 0.485 to 0.354 eV as $u$ goes from 0.30 to 0.10 eV. Six neglected effects of assumed strength change this fall by amounts whose magnitudes sum to 0.0347 eV, compared with the fall of 0.1313 eV. These strengths are rough model inputs, so the comparison measures robustness and does not predict the behaviour of a particular material.

## Numerical check

```python
# Result under test: a four-layer chain with outer hopping t and central
# hopping u has its top subband edge at E_top = u/2 + sqrt(t^2 + u^2/4),
# measured from the isolated-layer valence edge. All energies are in eV.
# For t = 0.30, changing u from 0.30 to 0.10 lowers E_top: 0.485 to 0.354.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import k as boltzmann, e as charge


def chain(bonds):
    """Layer Hamiltonian with zero site energies and the given hoppings."""
    return np.diag(bonds, 1) + np.diag(bonds, -1)


def top(matrix, overlap=None):
    return eigh(matrix, overlap, eigvals_only=True)[-1]


def top_formula(t, u):
    return u / 2 + np.sqrt(t**2 + u**2 / 4)


t, u_uniform, u_weak = 0.30, 0.30, 0.10
films = {"uniform": u_uniform, "weakened": u_weak}

# Symbolic determinant against the product of the two parity equations.
x, a, b = sp.symbols("x a b")
H_symbolic = sp.Matrix([[0, a, 0, 0], [a, 0, b, 0],
                        [0, b, 0, a], [0, 0, a, 0]])
determinant = (x * sp.eye(4) - H_symbolic).det()
parity_product = (x**2 - b * x - a**2) * (x**2 + b * x - a**2)
assert sp.expand(determinant - parity_product) == 0

# Closed formula and top-pair splitting against diagonalization.
for outer in (0.08, 0.30, 0.71):
    for central in (0.0, 0.03, 0.10, 0.30, 0.95):
        levels = np.linalg.eigvalsh(chain([outer, central, outer]))
        assert abs(levels[-1] - top_formula(outer, central)) < 1e-12
        assert abs(levels[-1] - levels[-2] - central) < 1e-12

# Hopping signs do not affect the spectrum of an open chain.
reference = np.linalg.eigvalsh(chain([t, u_weak, t]))
for signs in ([-1, 1, 1], [1, -1, 1], [-1, -1, -1]):
    flipped = chain(np.array(signs) * np.array([t, u_weak, t]))
    assert np.allclose(np.linalg.eigvalsh(flipped), reference, atol=1e-12)

# Rigid subband shifts in a finite film with anisotropic in-plane hopping.
nx, ny, hop_x, hop_y = 4, 3, 0.8, 0.2
sites = [(i, j, l) for i in range(nx) for j in range(ny) for l in range(4)]
full = np.zeros((len(sites), len(sites)))
for m, p in enumerate(sites):
    for n, q in enumerate(sites):
        step = tuple(abs(p[d] - q[d]) for d in range(3))
        if step == (1, 0, 0):
            full[m, n] = hop_x
        elif step == (0, 1, 0):
            full[m, n] = hop_y
        elif step == (0, 0, 1):
            full[m, n] = u_weak if {p[2], q[2]} == {1, 2} else t
single_sites = [m for m, p in enumerate(sites) if p[2] == 0]
single = np.linalg.eigvalsh(full[np.ix_(single_sites, single_sites)])
sums = np.sort(np.add.outer(single, reference).ravel())
assert np.allclose(np.linalg.eigvalsh(full), sums, atol=1e-11)

print(f"outer hopping t = {t:.2f} eV")
edge, slope, split = {}, {}, {}
for name, u in films.items():
    values, vectors = np.linalg.eigh(chain([t, u, t]))
    c = np.abs(vectors[:, -1])
    assert np.all(vectors[:, -1] * np.sign(vectors[0, -1]) > 0)
    edge[name], split[name] = values[-1], values[-1] - values[-2]
    outer_part, central_part = 4 * t * c[0] * c[1], 2 * u * c[1]**2
    assert abs(c[1] / c[0] - top_formula(t, u) / t) < 1e-12
    assert abs(outer_part + central_part - values[-1]) < 1e-12
    h = 1e-5
    slope[name] = (top(chain([t, u + h, t]))
                   - top(chain([t, u - h, t]))) / (2 * h)
    assert abs(slope[name] - 2 * c[1]**2) < 1e-8
    analytic_slope = 0.5 + u / (4 * np.sqrt(t**2 + u**2 / 4))
    assert abs(slope[name] - analytic_slope) < 1e-8
    print(f"{name}: central hopping u = {u:.2f} eV")
    print("  levels =", ", ".join(f"{v:.4f}" for v in values), "eV")
    print(f"  square root term = {np.sqrt(t**2 + u**2 / 4):.4f} eV")
    print(f"  top amplitudes c1, c2 = {c[0]:.4f}, {c[1]:.4f} (no unit)")
    print(f"  outer-bond part of energy = {outer_part:.4f} eV")
    print(f"  central-bond part of energy = {central_part:.4f} eV")
    print(f"  slope dE_top/du = {slope[name]:.4f} (no unit)")
    print(f"  top-pair splitting = {split[name]:.4f} eV")

assert round(edge["uniform"], 3) == 0.485
assert round(edge["weakened"], 3) == 0.354
fall = edge["uniform"] - edge["weakened"]
linear_fall = slope["uniform"] * (u_uniform - u_weak)
assert linear_fall > fall
curve = [top(chain([t, u, t])) for u in np.linspace(0, 0.6, 61)]
assert np.all(np.diff(curve) > 0) and np.all(np.diff(curve, 2) > 0)
outer_weak = top(chain([u_weak, t, t]))
outer_fall = edge["uniform"] - outer_weak
assert 0 < outer_fall < fall
bilayer = top(chain([t]))
assert abs(top(chain([t, 0.0, t])) - bilayer) < 1e-12
print(f"top shift, uniform = {edge['uniform']:.3f} eV")
print(f"top shift, weakened = {edge['weakened']:.3f} eV")
print(f"fall of top shift = {fall:.4f} eV")
print(f"straight-line estimate of fall = {linear_fall:.4f} eV")
print(f"top shift, one outer bond weakened = {outer_weak:.4f} eV")
print(f"fall, one outer bond weakened = {outer_fall:.4f} eV")
print(f"top shift of separate bilayers = {bilayer:.4f} eV")

# Assumed rough strengths of effects absent from the main model.
second_hop, inner_offset, overlap_size = 0.01, 0.02, -0.02
field_MV_cm, spacing_nm = 0.3, 0.5
gap, band_coupling, outer_rise = 2.0, 0.05, 0.05
drop = field_MV_cm * 1e8 * spacing_nm * 1e-9
positions = np.arange(4) - 1.5


def neglected(u):
    """Changes of the top edge, each found by a separate diagonalization."""
    H = chain([t, u, t])
    base = top(H)
    # Both second-neighbour paths cross the central interface.
    second = second_hop * u / t
    H_second = H + np.diag([second] * 2, 2) + np.diag([second] * 2, -2)
    H_inner = H + np.diag([0, inner_offset, inner_offset, 0])
    S = np.eye(4) + overlap_size * H / t
    H_field = H + drop * np.diag(positions)
    cross = band_coupling * H / t
    H_bands = np.block([[H, cross], [cross.T, gap * np.eye(4)]])
    # The four upper eigenvalues are conduction levels.
    valence_top = np.linalg.eigvalsh(H_bands)[3]
    rise = outer_rise if u < t else 0.0
    H_relaxed = chain([t * (1 + rise), u, t * (1 + rise)])
    return {"second-neighbour hopping": top(H_second) - base,
            "inner-layer offset": top(H_inner) - base,
            "orbital overlap": top(H, S) - base,
            "vertical field": top(H_field) - base,
            "conduction-band coupling": valence_top - base,
            "outer-bond relaxation": top(H_relaxed) - base}


changes = {name: neglected(u) for name, u in films.items()}
for name, u in films.items():
    H = chain([t, u, t])
    half = top(H + 0.5 * drop * np.diag(positions)) - edge[name]
    # Four is the weak-field ratio; higher orders alter it by a few percent.
    assert abs(changes[name]["vertical field"] / half - 4) < 0.2
    assert changes[name]["conduction-band coupling"] < 0
    assert changes[name]["orbital overlap"] > 0
assert (changes["weakened"]["vertical field"]
        > changes["uniform"]["vertical field"])

print(f"assumed second-neighbour hopping, uniform = {second_hop:.3f} eV")
print(f"same, weakened = {second_hop * u_weak / t:.4f} eV")
print(f"assumed inner-layer offset = {inner_offset:.3f} eV")
print(f"assumed outer-bond overlap = {overlap_size:.3f} (no unit)")
print(f"assumed field = {field_MV_cm:.1f} MV/cm")
print(f"assumed layer spacing = {spacing_nm:.1f} nm")
print(f"field energy step per layer = {drop:.4f} eV")
print(f"assumed single-layer gap = {gap:.1f} eV")
print(f"assumed outer-bond band coupling = {band_coupling:.3f} eV")
print(f"assumed outer-hopping rise, weakened = {100 * outer_rise:.0f} %")
print("edge changes: uniform, weakened; change of fall (all eV)")
total = 0.0
for effect in changes["uniform"]:
    du, dw = changes["uniform"][effect], changes["weakened"][effect]
    total += abs(du - dw)
    print(f"  {effect}: {du:+.4f}, {dw:+.4f}; {du - dw:+.4f}")
assert total < fall
print(f"sum of magnitudes, changes of fall = {total:.4f} eV")

temperature = 300.0
thermal = boltzmann * temperature / charge
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {thermal:.4f} eV")
for name in films:
    ratio = np.exp(-split[name] / thermal)
    print(f"second/first hole population, {name} = {ratio:.2e} (no unit)")

print("done: every assertion held")
```

Printed output:

```
outer hopping t = 0.30 eV
uniform: central hopping u = 0.30 eV
  levels = -0.4854, -0.1854, 0.1854, 0.4854 eV
  square root term = 0.3354 eV
  top amplitudes c1, c2 = 0.3717, 0.6015 (no unit)
  outer-bond part of energy = 0.2683 eV
  central-bond part of energy = 0.2171 eV
  slope dE_top/du = 0.7236 (no unit)
  top-pair splitting = 0.3000 eV
weakened: central hopping u = 0.10 eV
  levels = -0.3541, -0.2541, 0.2541, 0.3541 eV
  square root term = 0.3041 eV
  top amplitudes c1, c2 = 0.4571, 0.5395 (no unit)
  outer-bond part of energy = 0.2959 eV
  central-bond part of energy = 0.0582 eV
  slope dE_top/du = 0.5822 (no unit)
  top-pair splitting = 0.1000 eV
top shift, uniform = 0.485 eV
top shift, weakened = 0.354 eV
fall of top shift = 0.1313 eV
straight-line estimate of fall = 0.1447 eV
top shift, one outer bond weakened = 0.4303 eV
fall, one outer bond weakened = 0.0551 eV
top shift of separate bilayers = 0.3000 eV
assumed second-neighbour hopping, uniform = 0.010 eV
same, weakened = 0.0033 eV
assumed inner-layer offset = 0.020 eV
assumed outer-bond overlap = -0.020 (no unit)
assumed field = 0.3 MV/cm
assumed layer spacing = 0.5 nm
field energy step per layer = 0.0150 eV
assumed single-layer gap = 2.0 eV
assumed outer-bond band coupling = 0.050 eV
assumed outer-hopping rise, weakened = 5 %
edge changes: uniform, weakened; change of fall (all eV)
  second-neighbour hopping: +0.0090, +0.0033; +0.0057
  inner-layer offset: +0.0146, +0.0118; +0.0028
  orbital overlap: +0.0162, +0.0086; +0.0077
  vertical field: +0.0006, +0.0022; -0.0016
  conduction-band coupling: -0.0043, -0.0021; -0.0022
  outer-bond relaxation: +0.0000, +0.0148; -0.0148
sum of magnitudes, changes of fall = 0.0347 eV
temperature = 300 K
thermal energy = 0.0259 eV
second/first hole population, uniform = 9.12e-06 (no unit)
second/first hole population, weakened = 2.09e-02 (no unit)
done: every assertion held
```
